\section*{Terms of p² from the diagonal sum rule, and carbon}

\section*{Problem}

Two electrons occupy a $p$ shell outside closed shells. Use Gaussian units, neglect spin--orbit coupling, and let all $p$ orbitals share one real, normalized radial function $R(r)$. Treat the repulsion $e^2/r_{12}$ to first order within the configuration $p^2$. Define
\[
F^k=e^2\!\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,
\qquad F_0=F^0,\quad F_2=\frac{F^2}{25},
\]
where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$.

\begin{enumerate}
\item[(a)] Express the repulsion energy of a determinant of two $p$ spin orbitals through $F_0$ and $F_2$.
\item[(b)] Find the terms of $p^2$ and, from sums of determinant energies, the energy of each term.
\item[(c)] Find the order of the terms and the ratio of the upper interval to the lower one. For carbon, a Hartree--Fock calculation for the average energy of $2p^2$ (cc-pVDZ basis) gives $F_0=14.5356$~eV and $F_2=0.26299$~eV. Evaluate the intervals and compare their ratio with the measured one, roughly 1.1.
\item[(d)] Let $2s^22p^2$ mix with $2p^4$. With the same orbitals, the exchange integral between $2s$ and a $2p$ orbital is $K_{sp}=3.1115$~eV, and for each term the state of $2p^4$ lies $\Delta=20.3824$~eV above that of $2s^22p^2$ before mixing. Show that $\Delta$ is indeed common to the terms, and find the new ratio. Is this mixing enough to account for carbon?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Energies of determinants}

The Legendre expansion and the addition theorem give
\[
\frac{1}{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y_{kq}(1)\,Y_{kq}^*(2).
\]
The angular integrals that arise are
\[
c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{1m}^*\,Y_{k,m-m'}\,Y_{1m'}\,d\Omega .
\]
In the direct integral each electron keeps its $m$, so the integration over $\varphi$ leaves $q=0$. In the exchange integral electron 1 contributes $Y_{1m}^*Y_{1m'}$, which selects $q=m-m'$; electron 2 contributes the complex conjugate of the same angular integral, which is real. Hence
\begin{align*}
J(m,m')&=\sum_k c^k(m,m)\,c^k(m',m')\,F^k,\\
K(m,m')&=\sum_k\left[c^k(m,m')\right]^2F^k .
\end{align*}
A product of two $l=1$ harmonics contains no harmonic above $k=2$ and has even parity, so $k=0$ and $k=2$ remain. For $k=0$, orthonormality gives $c^0(m,m')=\delta_{mm'}$.

For $k=2$ put $\mu=\cos\theta$ and use
\begin{align*}
Y_{10}&=\sqrt{\tfrac{3}{4\pi}}\,\mu, &
Y_{1,\pm1}&=\mp\sqrt{\tfrac{3}{8\pi}}\sin\theta\,e^{\pm i\varphi},\\
\sqrt{\tfrac{4\pi}{5}}\,Y_{20}&=\tfrac12(3\mu^2-1), &
\sqrt{\tfrac{4\pi}{5}}\,Y_{21}&=-\sqrt{\tfrac32}\,\mu\sin\theta\,e^{i\varphi}.
\end{align*}
The integration over $\varphi$ gives $2\pi$ each time, so
\begin{align*}
c^2(0,0)&=\frac34\int_{-1}^{1}(3\mu^4-\mu^2)\,d\mu=\frac34\left(\frac65-\frac23\right)=\frac25,\\
c^2(\pm1,\pm1)&=\frac38\int_{-1}^{1}(1-\mu^2)(3\mu^2-1)\,d\mu
=\frac38\left(-2+\frac83-\frac65\right)=-\frac15,\\
c^2(1,0)&=\frac{3\sqrt3}{4}\int_{-1}^{1}(1-\mu^2)\mu^2\,d\mu
=\frac{3\sqrt3}{4}\cdot\frac{4}{15}=\frac{\sqrt3}{5}.
\end{align*}
In the last line the two minus signs, from $Y_{11}^*$ and $Y_{21}$, cancel. With $\sqrt{4\pi/5}\,Y_{22}=\sqrt{3/8}\,\sin^2\theta\,e^{2i\varphi}$,
\[
c^2(1,-1)=-\frac34\sqrt{\frac38}\int_{-1}^{1}(1-\mu^2)^2\,d\mu=-\frac34\sqrt{\frac38}\cdot\frac{16}{15}=-\frac{\sqrt6}{5}.
\]
Since the $c^k$ are real, complex conjugation together with $Y_{lm}^*=(-1)^mY_{l,-m}$ gives $c^k(-m,-m')=c^k(m,m')$ and $c^k(m',m)=(-1)^{m-m'}c^k(m,m')$. Hence $J$ and $K$ are unchanged when both $m$ values change sign or are interchanged. With $F^2=25F_2$,
\begin{align*}
J(1,1)=J(1,-1)&=F_0+F_2, & J(1,0)&=F_0-2F_2,\\
J(0,0)&=F_0+4F_2, & K(1,0)&=3F_2,\\
K(1,-1)&=6F_2 . & &
\end{align*}
The repulsion energy of a determinant is $J(m,m')$ for opposite spins and $J(m,m')-K(m,m')$ for parallel spins. Exchange is absent for opposite spins because the spin functions are orthogonal.

The one-electron energy and the interaction with the closed shells are rotationally invariant and independent of spin direction. They are the same for every $p$ spin orbital and add one constant to the whole configuration. The energies in (b) omit it.

\subsection*{(b) The sum rule}

Write $m^\pm$ for an orbital with spin up or down. The six spin orbitals give $\binom62=15$ determinants, which we sort by $M_L=m+m'$ and $M_S$. It is enough to list three boxes:
\begin{align*}
(M_L,M_S)=(2,0):&\quad (1^+,1^-);\\
(1,1):&\quad (1^+,0^+);\\
(0,0):&\quad (1^+,-1^-),\ (1^-,-1^+),\ (0^+,0^-).
\end{align*}
The largest $M_L$ is 2 and occurs with $M_S=0$ alone, so there is a term $^1D$. The state in box $(1,1)$ cannot belong to it and requires a $^3P$. These terms hold $5+9=14$ states. The one left over is a $^1S$.

The repulsion commutes with $L_z$ and $S_z$, so it has no matrix elements between different boxes. It also commutes with $\mathbf L$ and $\mathbf S$, so all states of a term share one energy. Within a box, the determinants and the term states are two orthonormal bases of the same space. The trace does not depend on the basis. Therefore the sum of the determinant energies in a box equals the sum of the energies of the terms that have a state there. Matrix elements between determinants of one box are not needed.

Boxes $(2,0)$ and $(1,1)$ contain one state each:
\begin{align*}
E(^1D)&=J(1,1)=F_0+F_2,\\
E(^3P)&=J(1,0)-K(1,0)=F_0-2F_2-3F_2=F_0-5F_2 .
\end{align*}
Box $(0,0)$ contains one state of each term, so
\[
E(^3P)+E(^1D)+E(^1S)=2(F_0+F_2)+(F_0+4F_2)=3F_0+6F_2 .
\]
Subtraction gives
\[
E(^1S)=3F_0+6F_2-(F_0-5F_2)-(F_0+F_2)=F_0+10F_2 .
\]
A box not yet used provides a check. Box $(1,0)$ holds $(1^+,0^-)$ and $(1^-,0^+)$, with the sum $2J(1,0)=2F_0-4F_2$. This must equal $E(^3P)+E(^1D)=2F_0-4F_2$, as it does.

The method gives each energy separately because each term occurs once. If a configuration has two terms with the same $L$ and $S$, the traces fix the sum of their energies, and a matrix must be diagonalized to separate them.

\subsection*{(c) Order, ratio and carbon}

The charge density $\sigma(\mathbf r)=eR(r)^2Y_{20}(\theta)$ has the electrostatic self-energy
\[
\frac12\iint\frac{\sigma(\mathbf r_1)\sigma(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2
=\frac12\cdot\frac{4\pi}{5}F^2=\frac{2\pi}{5}F^2 .
\]
This energy is also $\int|\mathbf E|^2d^3r/8\pi>0$, with $\mathbf E$ the field of $\sigma$. Thus $F_2>0$, and in this model the order from below is $^3P$, $^1D$, $^1S$. The intervals and their ratio are
\[
E(^1D)-E(^3P)=6F_2,\qquad E(^1S)-E(^1D)=9F_2,\qquad \frac{9F_2}{6F_2}=\frac32 .
\]
For carbon,
\[
6F_2=6(0.26299)\ \text{eV}=1.578\ \text{eV},\qquad 9F_2=2.367\ \text{eV}.
\]
These intervals belong to the cc-pVDZ basis; in cc-pVQZ, $F_2=0.2601$~eV, about 1\% smaller, and they become 1.561 and 2.341~eV. The measured ratio, roughly 1.1, is about a quarter below $3/2$. A better radial function cannot remove the discrepancy, because $R$ has cancelled from the ratio. At least one of the two assumptions, the common $R$ and the restriction to one configuration, must therefore be dropped. The argument does not say that dropping either one is enough. Dropping the first does little: with orbitals optimized separately for each term, the ratio is 1.44 (cc-pVTZ basis). Part (d) drops the second.

\subsection*{(d) Mixing with $2p^4$}

Use real orbitals $s,x,y,z$ for the $n=2$ shell and keep $1s^2$ frozen. Let $h_s,h_p$ be the one-electron energies in the field of the nucleus and $1s^2$. Let $J_{ab}$ and $K_{ab}$ be the direct and exchange integrals of real orbitals $a,b$. By symmetry, $J_{xy}=J_{yz}=J_{zx}$, $J_{xx}=J_{yy}=J_{zz}$, and likewise for $K$. The configuration $2s2p^3$ has odd parity and does not mix with $2s^22p^2$.

\paragraph{$^3P$ and $^1D$.}
Take $x$ and $y$ singly occupied. Coupled to a triplet they belong to $^3P$. Coupled to a singlet their spatial function is $x(1)y(2)+y(1)x(2)$, which belongs to $^1D$. The remaining two electrons form the pair $s^2$ in one configuration and $z^2$ in the other. A closed pair interacts with an electron in another orbital through $2J-K$, whatever the spin coupling of the open orbitals. With the upper sign for $^3P$ and the lower for $^1D$, the energies before mixing are
\begin{align*}
E_{s^2}&=2h_s+2h_p+J_{ss}+4J_{sp}-2K_{sp}+J_{xy}\mp K_{xy},\\
E_{z^2}&=4h_p+J_{zz}+4J_{xy}-2K_{xy}+J_{xy}\mp K_{xy}.
\end{align*}
The contribution of the open pair cancels in the difference:
\begin{equation*}
\Delta=2(h_p-h_s)+J_{zz}+4J_{xy}-2K_{xy}-J_{ss}-4J_{sp}+2K_{sp}.
\end{equation*}
The two states differ by moving the pair $s^2$ to $z^2$. The matrix element is $K_{sp}$, since the exchanged contribution vanishes by spin.

\paragraph{$^1S$.}
The rotationally invariant states are
\[
\frac{|s^2x^2\rangle+|s^2y^2\rangle+|s^2z^2\rangle}{\sqrt3},\qquad
\frac{|x^2y^2\rangle+|y^2z^2\rangle+|z^2x^2\rangle}{\sqrt3}.
\]
Operators that create pairs commute, so the order of the pairs brings no signs. Within each state, any two of the three determinants differ by moving one pair between $p$ orbitals, with matrix element $K_{xy}$. The six ordered combinations contribute $6K_{xy}/3=2K_{xy}$ to the energy. Therefore
\begin{align*}
E_{s^2p^2}&=2h_s+2h_p+J_{ss}+4J_{sp}-2K_{sp}+J_{zz}+2K_{xy},\\
E_{p^4}&=4h_p+2J_{zz}+4J_{xy}-2K_{xy}+2K_{xy}.
\end{align*}
Their difference is again $\Delta$. The coupling is different: $s^2x^2$ can go to $x^2y^2$ or to $x^2z^2$, and similarly for the other two determinants. These six elements give $6K_{sp}/3=2K_{sp}$.

\paragraph{The new ratio.}
For a coupling $c$, measured from the $2s^22p^2$ energy, the eigenvalues satisfy $\epsilon(\epsilon-\Delta)=c^2$. The lower one is $\epsilon=-d(c)$, with
\[
d(c)=\sqrt{\frac{\Delta^2}{4}+c^2}-\frac{\Delta}{2}.
\]
The numbers are
\begin{align*}
d(K_{sp})&=\sqrt{10.1912^2+3.1115^2}\ \text{eV}-10.1912\ \text{eV}=0.464\ \text{eV},\\
d(2K_{sp})&=\sqrt{10.1912^2+6.2230^2}\ \text{eV}-10.1912\ \text{eV}=1.750\ \text{eV}.
\end{align*}
For $c\ll\Delta$, $d\approx c^2/\Delta$, and $^1S$ would be lowered four times as much as the other terms. Here the factor is about 3.8.

Since $^3P$ and $^1D$ are lowered equally, their interval remains $6F_2$. The ratio becomes
\[
\frac{9F_2-d(2K_{sp})+d(K_{sp})}{6F_2}
=\frac{2.3669-1.7497+0.4644}{1.5779}=\frac{1.0816}{1.5779}\approx0.69 .
\]
The mixing lowers the ratio, because $d$ grows with $c$. But it goes well past the measured value, so this mixing alone does not account for carbon. A larger basis does not change this: in cc-pVQZ, $K_{sp}=3.091$~eV and $\Delta=20.25$~eV, and the ratio is 0.68.

Full configuration interaction with $1s^2$ frozen includes all other arrangements of the four outer electrons that the basis allows. In the same basis it gives:

\begin{center}
\begin{tabular}{lccc}
Calculation & $^1D-{}^3P$ (eV) & $^1S-{}^1D$ (eV) & Ratio\\
$2s^22p^2$ alone & 1.58 & 2.37 & 1.50\\
with $2p^4$ & 1.58 & 1.08 & 0.69\\
full, $s$ and $p$ functions & 1.52 & 0.91 & 0.59\\
full, with $d$ functions & 1.49 & 1.45 & 0.97
\end{tabular}
\end{center}

Adding $d$ functions widens the upper interval by 0.54~eV: it lowers $^1D$ by that much more than $^1S$. The lower interval changes by 0.04~eV, from 1.523 to 1.485~eV. In this basis, configurations with $d$ orbitals thus raise the ratio by 0.38, about half of the 0.81 by which $2p^4$ lowered it. The last value, 0.97, is nearer to the measured 1.1 than either 1.50 or 0.69, but it is not converged with respect to the basis. In cc-pVTZ the ratio is 0.57 with $s$ and $p$ functions, 0.98 with $d$ functions added, and 1.08 with the $f$ functions as well, the intervals then being 1.34 and 1.44~eV. The $f$ functions act mainly on the lower interval, which they narrow by 0.10~eV. The numerical check checks the term energies and the two-configuration formula against direct diagonalization.

\section*{Computed values}
\begin{verbatim}
Angular integrals c^2(m,m') for l=1 (no unit):
  c^2(1,1) = -0.200000
  c^2(0,0) = 0.400000
  c^2(1,0) = 0.346410
  c^2(1,-1) = -0.489898
Box traces (ML,MS): coefficients of F0 and F2
  (2, 0): 1.000, 1.000
  (1, 1): 1.000, -5.000
  (1, 0): 2.000, -4.000
  (0, 1): 1.000, -5.000
  (0, 0): 3.000, 6.000
Sum-rule terms: coefficients of F0 and F2
  3P: 1.000, -5.000
  1D: 1.000, 1.000
  1S: 1.000, 10.000
Carbon, cc-pVDZ, average-of-configuration Hartree-Fock
F0 = 14.5356 eV
F^2 = 6.5748 eV
F2 = F^2/25 = 0.26299 eV
p^2 repulsion energy 3P = 13.2207 eV
p^2 repulsion energy 1D = 14.7986 eV
p^2 repulsion energy 1S = 17.1655 eV
weighted mean of p^2 = 14.0096 eV
K_sp = 3.1115 eV
gap 2p^4 minus 2s^2 2p^2 = 20.3824 eV
lowering of 3P and 1D = 0.4644 eV
lowering of 1S = 1.7497 eV
orbitals in full CI: s,p only 8, whole basis 13
one configuration:
  1D-3P = 1.5779 eV, 1S-1D = 2.3669 eV
  interval ratio = 1.5000
2s^2 2p^2 + 2p^4:
  1D-3P = 1.5779 eV, 1S-1D = 1.0816 eV
  interval ratio = 0.6855
full CI, s and p only:
  1D-3P = 1.5231 eV, 1S-1D = 0.9052 eV
  interval ratio = 0.5943
full CI, whole basis:
  1D-3P = 1.4850 eV, 1S-1D = 1.4458 eV
  interval ratio = 0.9736
\end{verbatim}
